# Screening constants of the 2p energy and spin-orbit splitting in atoms, part 2

In a one-electron ion the 2p energy is \(-Z^2/8\) hartree. For neutral Si, Ar, Fe and Cu (\(Z=14,18,26,29\)) we ask: (a) can the 2p splitting be predicted from the energy alone; (b) what \(\sigma\) fits the fourth-power law \(\Delta=\alpha^2(Z-\sigma)^4/32\), for each atom and for all four; (c) how does it compare with the nonrelativistic screening constant? The answer to (a) is no.

Algebra is in atomic units (\(c=1/\alpha\)), numbers in eV and Å; \(\alpha^2/32\) hartree \(=4.52826\times10^{-5}\) eV.

Each atom has one self-consistent local-density potential energy \(V=-Z/r+V_H+v_{xc}\), with Hartree part \(V_H\) and exchange-correlation part \(v_{xc}\). In it the Schrödinger equation gives the 2p eigenvalue \(\varepsilon\), kinetic energy \(T\) and normalized radial function \(P_0\); angle brackets are averages with \(P_0^2\). The Dirac equation in the same \(V\) gives \(\Delta=E_{3/2}-E_{1/2}\), whose first-order value is \(\Delta_1\). Inverting the hydrogenic energies defines \(\sigma_E=Z-\sqrt{-8\varepsilon}\) and \(\sigma_T\), through \(T=(Z-\sigma_T)^2/8\).

For \(V=-Z/r\),
\[
\Delta_1=\frac{3\alpha^2}{4}\,Z\,\frac{Z^3}{24}=\frac{\alpha^2Z^4}{32}. \tag{5}
\]
The exact Coulomb levels are
\[
E=c^2(u-1),\qquad u=\left[1+\left(\frac{Z\alpha}{n_r+\gamma}\right)^2\right]^{-1/2}, \tag{6}
\]
with \(\gamma=\sqrt{\kappa^2-Z^2\alpha^2}\). Here p\(_{3/2}\) has \(\kappa=-2\), \(n_r=0\), \(\mathbf L\cdot\mathbf S=\tfrac12\), and p\(_{1/2}\) has \(\kappa=1\), \(n_r=1\), \(\mathbf L\cdot\mathbf S=-1\). Their difference is
\[
\Delta_{\rm Coul}(Z)=\frac{\alpha^2Z^4}{32}\left(1+\frac58Z^2\alpha^2+\dots\right). \tag{7}
\]

In the screened atom, let \(N(r)\) be the number of electrons inside \(r\), \(W(r)\) the potential due to those outside, and \(Q(r)=r^2V'(r)\) the field charge. Then
\[
Q=Z-N+r^2v_{xc}',\qquad \Delta_1=\frac{3\alpha^2}{4}\left\langle\frac{Q}{r^3}\right\rangle, \tag{8}
\]
\[
\varepsilon=-T+\langle W\rangle+\langle(rv_{xc})'\rangle. \tag{9}
\]

## Part (b): the fit

Inverting the fourth-power law defines
\[
\sigma_{so}=Z-\left(\frac{32\Delta}{\alpha^2}\right)^{1/4}.
\]
For silicon and copper,
\[
\left(\frac{0.6491}{4.52826\times10^{-5}}\right)^{1/4}=10.942,\qquad\left(\frac{20.6138}{4.52826\times10^{-5}}\right)^{1/4}=25.975,
\]
so \(\sigma_{so}=14-10.942=3.058\) and \(29-25.975=3.025\). The third decimal is kept so that the arithmetic can be followed; it describes the model and not the real atoms. In the table, \(\sigma_1\) is the same inversion applied to \(\Delta_1\), and \(\sigma_D\) solves \(\Delta_{\rm Coul}(Z-\sigma_D)=\Delta\) with the exact levels (6).

| atom | \(\Delta\) (eV) | \(\Delta_1\) (eV) | \(\sigma_{so}\) | \(\sigma_D\) | \(\sigma_1\) |
|---|---|---|---|---|---|
| Si | 0.6491 | 0.6432 | 3.058 | 3.069 | 3.083 |
| Ar | 2.2395 | 2.2086 | 3.087 | 3.115 | 3.139 |
| Fe | 12.5390 | 12.2028 | 3.061 | 3.161 | 3.216 |
| Cu | 20.6138 | 19.9360 | 3.025 | 3.171 | 3.241 |

Without screening, formula (5) gives 1.7396, 4.7536, 20.6931 and 32.0275 eV, well above \(\Delta\) in every case, so screening cannot be dropped even for copper.

Taking the logarithm, \(\ln\Delta=\text{const}+4\ln(Z-\sigma)\), and differentiating,
\[
\frac{\delta\Delta}{\Delta}=-\frac{4\,\delta\sigma}{Z-\sigma},\qquad\delta\sigma=-\frac{Z-\sigma}{4}\,\frac{\delta\Delta}{\Delta}. \tag{10}
\]
A given relative error in \(\Delta\) moves \(\sigma\) more for a heavy atom, and a given error in \(\sigma\) spoils \(\Delta\) more for a light one.

The splittings span a factor of about thirty, so a common \(\sigma\) is fitted to \(\ln\Delta\), which treats relative errors equally. The quantity minimized is \(\sum_i[4\ln(Z_i-\sigma)-4\ln(Z_i-\sigma_i)]^2\), where \(\sigma_i\) is \(\sigma_{so}\) of atom \(i\). For \(\sigma\) near \(\sigma_i\) each term is \(16(\sigma-\sigma_i)^2/(Z_i-\sigma_i)^2\). Setting the derivative of the sum to zero makes \(\sigma\) the mean of the \(\sigma_i\) with weights \((Z_i-\sigma_i)^{-2}\), in which silicon counts most. The full minimization gives
\[
\sigma_{so}\approx3.06\quad(3.063\ \text{in the program}),
\]
with a spread of 0.062 among the four atoms. The splittings it predicts are 0.648, 2.254, 12.533 and 20.492 eV. Relative to the Dirac values of the model the errors are −0.2, +0.6, 0.0 and −0.6 %.

This flatness is partly a cancellation. The first-order constant \(\sigma_1\) rises from 3.083 to 3.241 along the series. The Dirac splitting exceeds \(\Delta_1\) by 0.91, 1.40, 2.76 and 3.40 % of \(\Delta_1\), and the fourth-power law has no term to hold this excess, so it absorbs it in a smaller \(\sigma\). By (10) the shift is \(-10.917\times0.0091/4=-0.025\) for silicon, as in the table. For copper it is \(-25.759\times0.0340/4\approx-0.22\), against \(3.025-3.241=-0.216\). The growing relativistic shift offsets the rise of \(\sigma_1\). The program tests that the excess is the next relativistic order: doubling \(c\) divides it by 4 to within 8 %. Since the excess grows as \((Z\alpha)^2\) and (10) multiplies it by a further \(Z-\sigma\), the shift grows roughly as \(Z^3\), and the balance found here should not be extrapolated to much heavier atoms.

The excess is larger than the Coulomb value \(\tfrac58(Z\alpha)^2\), even when that is evaluated with the full nuclear charge, which gives 0.65, 1.08, 2.25 and 2.80 %. The Coulomb formula evaluated at the smaller charge \(Z-\sigma_D\) thus removes only part of the excess, which is why \(\sigma_D\) falls between \(\sigma_{so}\) and \(\sigma_1\) and does not reach \(\sigma_1\). The reason for the larger excess is not derived here.

## Part (c): the comparison

### There is more than one nonrelativistic constant

Each hydrogenic relation can be inverted for the true 2p orbital, and each defines its own constant: \(\langle r^{-3}\rangle=(Z-\sigma_3)^3/24\), \(\langle r^{-1}\rangle=(Z-\sigma_{1/r})/4\), \(\langle r\rangle=5/(Z-\sigma_r)\), together with \(\sigma_T\) and \(\sigma_E\). They coincide for \(V=-z/r\); in a screened potential nothing forces them to agree. For silicon, \(\langle r^{-3}\rangle=322.9\) Å\(^{-3}\) gives \((24\times322.9\times0.529177^3)^{1/3}=10.472\) and \(\sigma_3=3.528\), while \(\langle r\rangle=0.2853\) Å gives \(\sigma_r=4.727\).

| atom | \(\sigma_3\) | \(\sigma_T\) | \(\sigma_{1/r}\) | \(\sigma_r\) | \(\sigma_E\) |
|---|---|---|---|---|---|
| Si | 3.528 | 4.116 | 4.180 | 4.727 | 8.697 |
| Ar | 3.596 | 4.196 | 4.243 | 4.778 | 9.781 |
| Fe | 3.691 | 4.320 | 4.353 | 4.904 | 11.703 |
| Cu | 3.723 | 4.365 | 4.396 | 4.963 | 12.634 |

The order \(\sigma_{so}<\sigma_1<\sigma_3<\sigma_{1/r}<\sigma_r<\sigma_E\) is tested for each atom. The first four columns depend only on the shape of the orbital and change by a few tenths along the series, whereas \(\sigma_E\) has a spread of 3.937. The rise from \(\sigma_3\) to \(\sigma_r\) follows the radius that each moment emphasizes, as one would expect if the orbital adapts locally to a field charge that falls outward; that reading is a conjecture and is not derived here.

Slater's rules supply another constant by a counting recipe. For a 2s or 2p electron in a filled \(n=2\) shell, each 1s electron counts 0.85, each of the seven other \(n=2\) electrons counts 0.35, and outer electrons count nothing:
\[
\sigma_{\rm Slater}=2(0.85)+7(0.35)=4.15 .
\]
It omits the outer electrons, and numerically it sits close to \(\sigma_T\) and \(\sigma_{1/r}\) and far from \(\sigma_E\). It is still about one unit above \(\sigma_{so}\). Used in the fourth-power law it gives 0.426, 1.666, 10.321 and 17.268 eV, low by 34.3, 25.6, 17.7 and 16.2 % relative to the Dirac splittings. For silicon the ratio is \((9.85/10.942)^4\), about two thirds.

### Why the spin-orbit constant is the smallest

Let \(Z_3=Z-\sigma_3\), and let \(\bar Q=\langle Q/r^3\rangle/\langle r^{-3}\rangle\) be the mean field charge under the weight \(P_0^2/r^3\). Equation (8) then reads
\[
\Delta_1=\frac{3\alpha^2}{4}\,\bar Q\,\frac{Z_3^3}{24}=\frac{\alpha^2Z_3^3\bar Q}{32},\qquad Z-\sigma_1=\left(Z_3^3\bar Q\right)^{1/4}. \tag{11}
\]
This is a rewriting, with no further approximation. For silicon, \(4.52826\times10^{-5}\times10.472^3\times12.369=0.6432\) eV. For copper, \(4.52826\times10^{-5}\times25.277^3\times27.260=19.936\) eV.

The weight \(P_0^2/r^3\) behaves as \(r\) near the nucleus and has mean radius \(\langle r^{-2}\rangle/\langle r^{-3}\rangle\). For a hydrogenic orbital this is \(2/Z\), two fifths of \(\langle r\rangle=5/Z\). For silicon it is 0.0946 Å against \(\langle r\rangle=0.2853\) Å, and for copper 0.0407 Å against 0.1101 Å. The splitting samples the field in the inner part of the orbital, where few electrons are enclosed. The deficit \(Z-\bar Q\) is \(14-12.369=1.631\) for silicon and \(29-27.260=1.740\) for copper, with argon (\(\bar Q=16.319\)) and iron (\(\bar Q=24.270\)) in between. It is below 2 in all four atoms, but it is not a count of enclosed electrons: by (8) it is the weighted mean of \(N\) reduced by the weighted mean of \(r^2v_{xc}'\). The program tests \(Z_3<\bar Q<Z\). By (11), \(Z-\sigma_1\) is a geometric mean of three factors \(Z_3\) and one larger factor \(\bar Q\), so it exceeds \(Z_3\), and \(\sigma_1<\sigma_3\).

When both deficits are small compared with \(Z\), expanding the logarithm of (11) to first order gives \(\sigma_1\approx\tfrac14[3\sigma_3+(Z-\bar Q)]\). A geometric mean never exceeds the arithmetic mean, so this expression is a lower bound on \(\sigma_1\). For copper it is \(\tfrac14(3\times3.723+1.740)=3.227\), below \(\sigma_1=3.241\). For silicon it is \(\tfrac14(3\times3.528+1.631)=3.054\), below 3.083. Three quarters of the weight belongs to the orbital-size screening \(\sigma_3\) and one quarter to the much smaller field screening. The relativistic excess then lowers \(\sigma_1\) to \(\sigma_{so}\).

### A numerical experiment on the cause

Equation (8) removes \(W\) from the operator, but outer electrons could still act on \(\Delta\) through the part of their density that penetrates the core, which enters \(N\) and changes the orbital. To measure this, subtract from \(V\) the Hartree potential of a chosen set of electrons, keep everything else frozen, including \(v_{xc}\), and solve again for \(\varepsilon\) and \(\Delta\).

| atom | \(n\ge3\) removed | \(\delta\sigma_{so}\) | \(\delta\sigma_E\) |
|---|---|---|---|
| Si | 4 | −0.077 | −1.358 |
| Ar | 8 | −0.177 | −2.633 |
| Fe | 16 | −0.266 | −4.698 |
| Cu | 19 | −0.287 | −5.660 |

The program asserts that \(|\delta\sigma_{so}|\) is below a quarter of \(|\delta\sigma_E|\), and the entries of the table give ratios between 0.05 and 0.07. After the removal, \(\sigma_E\) is \(8.697-1.358=7.339\) for silicon and \(12.634-5.660=6.974\) for copper, with argon and iron in between. The growth of \(\sigma_E\) along the series has disappeared, so in this model it is produced by the \(n\ge3\) electrons. The remaining value near 7 is still well above \(\sigma_T\) of the neutral atoms. \(W(r)\) counts all charge beyond \(r\), and part of the \(n=2\) shell lies beyond any radius at which the 2p electron is found, so \(\langle W\rangle\) stays positive.

Removing one 1s electron changes \(\sigma_{so}\) by −1.212, −1.095, −0.994 and −0.975. In copper an average outer electron contributes \(0.287/19\), under 0.02, so a 1s electron screens the splitting many times more strongly; a factor above 5 is asserted for every atom. The values for silicon and argon exceed one unit in magnitude, although one unit of charge was removed. A conjecture is that the orbital, contracting, also moves inside part of the frozen \(n=2\) charge and so loses further screening.

The same removal changes \(\sigma_E\) by −1.686, −1.567, −1.446 and −1.438, which is more than one unit in all cases, and here the reason can be estimated. Treat the 1s electron as a point charge at the nucleus. First-order perturbation theory gives \(\delta\varepsilon=-\langle r^{-1}\rangle=-(Z-\sigma_{1/r})/4\). Differentiating \(\varepsilon=-(Z-\sigma_E)^2/8\) gives \(\delta\varepsilon=(Z-\sigma_E)\,\delta\sigma_E/4\). Hence \(\delta\sigma_E\approx-(Z-\sigma_{1/r})/(Z-\sigma_E)\), which exceeds one in magnitude because \(\sigma_{1/r}<\sigma_E\). For copper it is \(-24.604/16.366=-1.50\), against the computed −1.438. For silicon it is \(-9.820/5.303=-1.85\), against −1.686, so the estimate is cruder for the lighter atom. It neglects the finite size of the 1s cloud, the curvature of the square root and the relaxation of the orbital. It shows that \(\sigma_E\) does not count electrons: one removed electron moves it by about one and a half.

### Rough measured sizes and the limits of the model

Measured 2p splittings are roughly 0.6, 2.1, 13 and 20 eV for Si, Ar, Fe and Cu. These are rough sizes only, and for Si, Fe and Cu they are typical of the solids. Taking half a unit of the last figure as the rounding range and using (10), they give \(\sigma=3.27\pm0.22\), \(3.33\pm0.09\), \(2.85\pm0.22\) and \(3.22\pm0.16\). The ranges express rounding, not measurement error. The computed \(\sigma_{so}\) lies at the edge of the range for silicon and iron, just outside it for copper, and clearly outside for argon, where the model gives 2.24 eV against roughly 2.1 eV. In relative terms silicon agrees no better: 0.649 eV is about 8 % above 0.6 eV, against about 7 % for argon, and silicon stays inside its range only because a one-figure value has a wide rounding range. All four rough values lie near 3, below the model's \(\sigma_3\) and the Slater value and far below \(\sigma_E\), so that part of the ordering found in (c) holds for them too. The finer relation \(\sigma_{so}<\sigma_1\) does not carry over, since the argon range lies above \(\sigma_1=3.139\), and the model's 3.06 should be read as about 3 for real atoms.

A measured splitting is a difference of total energies of an ion with a 2p hole. The model leaves out the relaxation of the other electrons around the hole, the magnetic (Breit) interaction between electrons, relativistic changes of the potential itself, and any solid-state environment. For iron it also leaves out the exchange coupling of the hole to the open 3d shell, which divides each of the two levels into several, so that a single \(\Delta\) is only loosely defined. None of these effects was computed, and the differences from the rough values are not assigned to any one of them. The construction also assumes a filled 2p shell lying inside the valence shell. When 2p is itself an open valence shell with two, three or four electrons, the electrostatic coupling among them determines the level pattern, and a one-electron splitting no longer describes it. The configurations 2p¹ and 2p⁵ have only one term, ²P, and within the configuration its two levels keep the one-electron spacing, inverted for 2p⁵.

The numerical check, with its output, computes the model numbers used here, or those from which they follow by the arithmetic shown; it also tests its radial solvers against the Coulomb levels, against a Gaussian-basis calculation of argon and against a change of grid for copper.

## Computed values

```
alpha = 0.007297353, hartree = 27.21139 eV, bohr = 0.529177 angstrom
alpha^2/32 hartree = 4.52826e-05 eV
L.S eigenvalues -1.00, 0.50; Dirac series coefficients 1/32, 5/8
Slater-rule sigma (2s,2p) = 4.15
Si Z=14: eps=-95.646, E(1/2)=-96.434, E(3/2)=-95.784 eV
Si D=0.6491, D1=0.6432, bare Z^4 law=1.7396 eV
Si D/D1-1=0.91 %, 5(Z alpha)^2/8=0.65 %
Si sigma_so=3.058, sigma_1=3.083, sigma_D=3.069, sigma_E=8.697
Si sigma_3=3.528, sigma_inv=4.180, sigma_T=4.116, sigma_r=4.727
Si <r^-3>=322.9 A^-3, <1/r>=4.639 A^-1, Z3=10.472, Qbar=12.369
Si <r>=0.2853 A, <r^-2>/<r^-3>=0.0946 A
Si T=332.32, <W>=246.19, <(r vxc)'>=-9.52 eV
Si remove 4 outer e: d sigma_so=-0.077, d sigma_E=-1.358
Si remove one 1s e: d sigma_so=-1.212, d sigma_E=-1.686
Si rough measured input 0.6+-0.05 eV: sigma=3.27+-0.22
Ar Z=18: eps=-229.758, E(1/2)=-232.488, E(3/2)=-230.248 eV
Ar D=2.2395, D1=2.2086, bare Z^4 law=4.7536 eV
Ar D/D1-1=1.40 %, 5(Z alpha)^2/8=1.08 %
Ar sigma_so=3.087, sigma_1=3.139, sigma_D=3.115, sigma_E=9.781
Ar sigma_3=3.596, sigma_inv=4.243, sigma_T=4.196, sigma_r=4.778
Ar <r^-3>=840.4 A^-3, <1/r>=6.499 A^-1, Z3=14.404, Qbar=16.319
Ar <r>=0.2001 A, <r^-2>/<r^-3>=0.0701 A
Ar T=648.14, <W>=432.73, <(r vxc)'>=-14.35 eV
Ar remove 8 outer e: d sigma_so=-0.177, d sigma_E=-2.633
Ar remove one 1s e: d sigma_so=-1.095, d sigma_E=-1.567
Ar rough measured input 2.1+-0.05 eV: sigma=3.33+-0.09
Fe Z=26: eps=-695.299, E(1/2)=-710.657, E(3/2)=-698.118 eV
Fe D=12.5390, D1=12.2028, bare Z^4 law=20.6931 eV
Fe D/D1-1=2.76 %, 5(Z alpha)^2/8=2.25 %
Fe sigma_so=3.061, sigma_1=3.216, sigma_D=3.161, sigma_E=11.703
Fe sigma_3=3.691, sigma_inv=4.353, sigma_T=4.320, sigma_r=4.904
Fe <r^-3>=3122.1 A^-3, <1/r>=10.227 A^-1, Z3=22.309, Qbar=24.270
Fe <r>=0.1254 A, <r^-2>/<r^-3>=0.0460 A
Fe T=1598.80, <W>=930.93, <(r vxc)'>=-27.43 eV
Fe remove 16 outer e: d sigma_so=-0.266, d sigma_E=-4.698
Fe remove one 1s e: d sigma_so=-0.994, d sigma_E=-1.446
Fe rough measured input 13.0+-0.5 eV: sigma=2.85+-0.22
Cu Z=29: eps=-911.071, E(1/2)=-936.334, E(3/2)=-915.721 eV
Cu D=20.6138, D1=19.9360, bare Z^4 law=32.0275 eV
Cu D/D1-1=3.40 %, 5(Z alpha)^2/8=2.80 %
Cu sigma_so=3.025, sigma_1=3.241, sigma_D=3.171, sigma_E=12.634
Cu sigma_3=3.723, sigma_inv=4.396, sigma_T=4.365, sigma_r=4.963
Cu <r^-3>=4541.1 A^-3, <1/r>=11.624 A^-1, Z3=25.277, Qbar=27.260
Cu <r>=0.1101 A, <r^-2>/<r^-3>=0.0407 A
Cu T=2064.19, <W>=1187.11, <(r vxc)'>=-34.00 eV
Cu remove 19 outer e: d sigma_so=-0.287, d sigma_E=-5.660
Cu remove one 1s e: d sigma_so=-0.975, d sigma_E=-1.438
Cu rough measured input 20.0+-0.5 eV: sigma=3.22+-0.16
Ar total energy: radial -14311.73 eV, Gaussian -14311.72 eV
Ar 2p eigenvalue, Gaussian basis: -229.758 eV
spread of sigma_so = 0.062, spread of sigma_E = 3.937
best single sigma (least squares in ln D) = 3.063
best D (eV) Si Ar Fe Cu: 0.648 2.254 12.533 20.492
best error (%): -0.2 0.6 -0.0 -0.6
Slater D (eV) Si Ar Fe Cu: 0.426 1.666 10.321 17.268
Slater error (%): -34.3 -25.6 -17.7 -16.2
sigma_E D (eV) Si Ar Fe Cu: 0.036 0.207 1.892 3.249
sigma_E error (%): -94.5 -90.8 -84.9 -84.2
```
